# Kinetic Demixing of a Mixed Oxide in an Oxygen-Potential Gradient, part 1

(Sections cited here and not found follow in the second part.)

## I. The steady state of an ideal crystal

A wall of mixed oxide, 500 µm thick, starts with equal numbers of A and B cations everywhere. One face is in contact with air, at an oxygen pressure of 160 Torr, and the other with a lean gas at 1.6 Torr. The temperature is uniform, 1500 K, and no cation leaves the wall. In the model calculated below, the steady wall has an A fraction of 0.725 at the air face and 0.221 at the lean face. Neither gas contains A or B, and A and B mix ideally. What separates them?

The cause is a difference in speed. The oxygen gradient drives both cations towards the air side, and A is the faster. To find the size of the effect we need the force on the cations, the motion of the crystal surfaces, and the condition for a composition that no longer changes.

### Vacancies and oxygen

Let the oxide be (A,B)O with the rocksalt structure and divalent cations. Oxygen ions are taken as immobile. Cations move by exchange with vacancies, which carry an effective charge \(-2\) and are compensated by holes. Denote by \(V\) the fraction of cation sites that are vacant and by \(h\) the number of holes per cation site. Both are treated as small and the defects as non-interacting, so that mass action takes its dilute form; the limit of this assumption is stated at the end.

When oxygen enters the crystal, each atom builds a new oxygen site together with an empty cation site:

\[
\tfrac12\mathrm{O_2}=\mathrm{O}+V''+2h^{+}. \tag{1}
\]

At equilibrium \(Vh^2=K\sqrt p\), where \(p\) is the oxygen pressure and \(K\) depends on temperature. For the present, \(K\) is assumed independent of composition. Charge neutrality requires \(h=2V\), so that \(4V^3=K\sqrt p\). Let \(p_h\) be the pressure at the high-oxygen face, and define

\[
w=\frac{V(p)}{V(p_h)},\qquad u=\tfrac12\ln\frac{p}{p_h}. \tag{2}
\]

Dividing the equilibrium relation by its value at \(p_h\) gives \(w^3=\sqrt{p/p_h}=e^u\), hence

\[
3\ln w=u,\qquad w=e^{u/3}=(p/p_h)^{1/6}. \tag{3}
\]

Here \(u\) is the change of the oxygen chemical potential per atom, measured in units of \(k_BT\). Inside the wall, \(p\) means the pressure of a gas that would be in equilibrium with the oxide at that point.

### The force on a cation

Let \(\xi\) run from the low-oxygen face at \(\xi=0\) to the high-oxygen face at \(\xi=\ell\). A prime on \(u\), \(w\), \(x\) or \(\phi\) denotes \(d/d\xi\). Fluxes are positive towards high oxygen and are measured relative to the oxygen lattice. Let \(x\) be the A fraction of the cations, \(x_A=x\) and \(x_B=1-x\).

Consider two neighbouring cation planes a distance \(a\) apart. A cation of kind \(i\) jumps only if the site ahead is vacant. If the electric potential rises by \(\Delta\phi\) between the planes, the energy of the cation rises by \(2e\Delta\phi\). With the barrier halfway, half of this energy is added to the forward barrier and half is removed from the backward one. Put \(\theta=e\Delta\phi/k_BT\). With \(c\) cations per unit volume there are \(ca\) per unit area of plane, and the net flux is

\[
j_i=ca\nu_i\left[x_i(\xi)V(\xi+a)e^{-\theta}-x_i(\xi+a)V(\xi)e^{\theta}\right]. \tag{4}
\]

The constant \(\nu_i\) is the jump rate into a vacant site. Equation (4) replaces the chance of finding a cation beside a vacancy by the product of their mean fractions; it is a mean-field expression. To first order in \(a\),

\[
\begin{aligned}
j_i&=ca\nu_i x_iV\left[\left(1+a\frac{V'}{V}\right)(1-\theta)-\left(1+a\frac{x_i'}{x_i}\right)(1+\theta)\right]\\
&=ca\nu_i x_iV\left[a\frac{V'}{V}-a\frac{x_i'}{x_i}-2\theta\right]. 
\end{aligned}\tag{5}
\]

The field follows from the holes. The wall carries no net current, so the holes must cancel the charge carried by the cations. If they are far more conductive than the cations, they do so with a negligible gradient of their electrochemical potential:

\[
\ln h+\frac{e\phi}{k_BT}=\text{const}. \tag{6}
\]

Since \(h\) is proportional to \(w\), this gives \(e\phi'/k_BT=-w'/w\), and therefore \(\theta=-a\,w'/w\). Also \(V'/V=w'/w\). Put both into (5), and define the diffusivity at the high-oxygen face by \(D_i=\nu_i a^2V(p_h)\). Then

\[
j_i=-cD_iwx_i\left[(\ln x_i)'-3(\ln w)'\right]
=-cD_iwx_i\left[(\ln x_i)'-u'\right]. \tag{7}
\]

Of the three parts of \(\ln w\), one comes from the vacancy gradient and two from the electric field acting on a doubly charged ion. By (3) they add up to the gradient of the oxygen potential. In a uniform crystal (7) reduces to \(j_i=cD_iwx_iu'\), which is positive for both cations.

### A crystal that moves

Cations that reach the high-oxygen face combine there with oxygen from the gas and build new lattice. At the other face, lattice is removed: its oxygen leaves as gas and its cations migrate inwards. Relative to the lattice, both faces therefore move towards high oxygen.

The crystal stores few vacancies, so once their distribution has settled the total flux \(j_A+j_B\) is nearly the same at every \(\xi\). Both faces then move at the common velocity

\[
v=\frac{j_A+j_B}{c}, \tag{8}
\]

and the thickness stays constant. In a frame that moves with the faces, the flux of A is \(j_A-cxv\). It vanishes at both faces because no A leaves the crystal. In a steady state it is uniform, hence zero throughout. The same holds for B:

\[
\frac{j_A}{x}=\frac{j_B}{1-x}=cv. \tag{9}
\]

In the steady state both cations travel at the velocity of the crystal. The composition gradient must hold back the faster one and help the slower one.

### The composition law

Use \((\ln x)'=x'/x\) and \([\ln(1-x)]'=-x'/(1-x)\). Equations (7) and (9) give

\[
v=D_Aw\left(u'-\frac{x'}{x}\right),\qquad
v=D_Bw\left(u'+\frac{x'}{1-x}\right). \tag{10}
\]

Let \(\beta=D_A/D_B\), assumed independent of composition and pressure. Equating the two expressions and dividing by \(D_Bw\) gives

\[
(\beta-1)u'=x'\left(\frac{\beta}{x}+\frac1{1-x}\right). \tag{11}
\]

The vacancy fraction has cancelled. Solving for the slope,

\[
\frac{dx}{du}=\frac{(\beta-1)x(1-x)}{\beta(1-x)+x}. \tag{12}
\]

The denominator is positive. For \(\beta>1\), \(x\) rises with the oxygen potential, and the faster cation is enriched at the high-oxygen face. Integrating (11) gives \(\beta\ln x-\ln(1-x)=(\beta-1)u+\text{const}\), or

\[
\boxed{\frac{x^\beta}{1-x}=\text{const}\times p^{(\beta-1)/2}.} \tag{13}
\]

If \(\beta=1\), equation (12) gives a uniform crystal however large the gradient. Demixing therefore needs unequal mobilities as well as a force.

For a small gradient, the right side of (12) may be evaluated at the mean composition \(\bar x\):

\[
\Delta x\simeq\frac{(\beta-1)\bar x(1-\bar x)}{\beta(1-\bar x)+\bar x}\,
\frac12\ln\frac{p_h}{p_l}, \tag{14}
\]

where \(p_l\) is the pressure at the low-oxygen face. For a large gradient this estimate fails, because the slope (12) varies along the wall and vanishes at both \(x=0\) and \(x=1\). Where \(x\) is small, (13) gives \(x\propto p^{(\beta-1)/(2\beta)}\); where \(x\) is near one, \(1-x\propto p^{-(\beta-1)/2}\).

### Position and velocity

The law relates composition to pressure but does not say where in the wall each pair of values occurs. Multiply the first equation of (10) by \(x/D_A\) and the second by \((1-x)/D_B\), then add. The terms in \(x'\) cancel:

\[
v\left(\frac{x}{D_A}+\frac{1-x}{D_B}\right)=wu'. \tag{15}
\]

The bracket equals \([x+\beta(1-x)]/D_A\). Replacing \(du\) by means of (12) cancels this factor and leaves

\[
d\xi=\frac{D_A}{v(\beta-1)}\frac{w\,dx}{x(1-x)}. \tag{16}
\]

The constant in (13) follows from cation conservation, \(\int_0^\ell x\,d\xi=\bar x\ell\). By (16), with \(x_l\) and \(x_h\) the compositions of the two faces, this means

\[
\frac{\displaystyle\int_{x_l}^{x_h}\frac{w\,dx}{1-x}}
{\displaystyle\int_{x_l}^{x_h}\frac{w\,dx}{x(1-x)}}=\bar x. \tag{17}
\]

Here \(w=e^{u/3}\) is known as a function of \(x\) from (13). Equations (13) and (17) together determine \(x_l\) and \(x_h\).

The velocity is simpler. Integrate (15) over the wall. The bracket is linear in \(x\), so its integral involves only the mean composition. On the right, \(\int e^{u/3}du=3(1-w_l)\), where \(w_l\) is the value of \(w\) at the low-oxygen face. Thus

\[
v=\frac{3(1-w_l)}{\ell}\left(\frac{\bar x}{D_A}+\frac{1-\bar x}{D_B}\right)^{-1}. \tag{18}
\]

The steady crystal moves with a harmonic mean of the diffusivities, in which the slower cation weighs more.

### The numbers for the wall

Take \(\beta=3\), \(\bar x=0.5\) and \(D_A=10^{-8}\) cm²/s, a rough value. The pressure ratio is 100, so the potential span is \(\tfrac12\ln100=2.303\). From (3), \(w_l=0.01^{1/6}=0.464\). Solving (13) and (17) gives

\[
x_l=0.221,\qquad x_h=0.725,\qquad \Delta x=0.504.
\]

The law can be checked by hand. At the high-oxygen face \(0.7251^3/0.2749=1.387\), and at the other \(0.2211^3/0.7789=0.01388\). Their ratio is 100 within rounding, as (13) requires when \((\beta-1)/2=1\). The linear estimate (14) is \(0.25\times2.303=0.576\), which exceeds the full result by 14% of the latter.

The profile is as follows.

| Position from lean face (µm) | Pressure (Torr) | A fraction |
|---:|---:|---:|
| 0 | 1.6 | 0.221 |
| 125 | 9.6 | 0.373 |
| 250 | 32.5 | 0.515 |
| 375 | 79.7 | 0.633 |
| 500 | 160 | 0.725 |

Simpson's rule applied to the last column gives a mean of 0.500. The oxygen potential falls most steeply near the lean face. By (15), \(u'\) is proportional to \((3-2x)/w\), which is 5.5 at the lean face and 1.55 at the air face. Fewer vacancies and more of the slow cation both raise the gradient needed to carry the same total flux.

For the velocity, \(3(1-0.4642)/2=0.804\) in units of \(D_A/\ell=2\times10^{-7}\) cm/s. Thus \(v=1.61\times10^{-7}\) cm/s, or 5.8 µm/h. The wall moves through its own thickness, relative to its lattice, in 86 h.

## II. The approach to steady state and the range of the result

The symbols carried over are these. The A fraction is \(x\), with mean \(\bar x\); the coordinate \(\xi\) points towards high oxygen across a wall of thickness \(\ell\); \(u=\tfrac12\ln(p/p_h)\) is the scaled oxygen potential; and \(w\) is the vacancy fraction relative to that at the high-oxygen face. There \(D_A\) and \(D_B\) are the cation diffusivities, with ratio \(\beta\). There are \(c\) cations per unit volume, and \(v\) is the velocity of the crystal relative to its lattice. Fluxes obey (7), the steady state obeys (9), and the composition follows (12) and (13). In the example \(x\) rises from 0.221 to 0.725, a difference of 0.504.

### From a uniform wall to a demixed one

In the frame of the moving faces the A flux is \(J=j_A-x(j_A+j_B)=(1-x)j_A-xj_B\). Written out, (7) reads

\[
j_A=-cD_Aw(x'-xu'),\qquad j_B=cD_Bw[x'+(1-x)u'].
\]

Therefore

\[
J=-cw\left\{[(1-x)D_A+xD_B]x'-(D_A-D_B)x(1-x)u'\right\}. \tag{19}
\]

In the uniform wall \(x'=0\), and \(J\) has the sign of \(D_A-D_B\). It vanishes at the closed faces, so A accumulates at the high-oxygen face and is depleted at the other. The resulting composition gradient drives ordinary interdiffusion backwards. When the two terms cancel, (19) returns the slope (12).

At a given oxygen-potential gradient, the interdiffusion coefficient is \(w[(1-x)D_A+xD_B]\). With \(x=0.5\), and \(w=0.73\) midway between its end values, it is \(0.73\times0.667\times10^{-8}=4.9\times10^{-9}\) cm²/s. For a constant coefficient \(\tilde D\), a disturbance of the form \(\cos(\pi\xi/\ell)\), which passes no flux through the faces, decays in a time \(\ell^2/(\pi^2\tilde D)\). This is about 14 h here. The estimate is rough: it treats the departure of a uniform wall from the steady profile as a single cosine, and it leaves out the change of the drift term in (19) with composition. Decay by a factor of ten takes 2.3 such times, or 33 h. The full time-dependent calculation reaches 90% of the final difference after 26 h.

That calculation also tests the steady law. It represents the wall by 41 nodes, starts from \(x=0.5\), and lets cations hop by the rates of (4), with the vacancy fraction fixed at the two faces. Its final compositions are 0.2212 and 0.7252, and the whole profile agrees with (13) and (16) to within \(10^{-4}\) in \(x\). Its velocity is 0.8039 in units of \(D_A/\ell\), against 0.8038 from the steady law. With equal diffusivities the wall stays uniform. With \(D_A/D_B=1/3\), the A fraction is 0.779 at the lean face and 0.275 at the air face, so the enrichment changes sides.

For an ideal mixture in which each cation responds only to its own force, the faster cation is enriched at the high-oxygen face according to (13), and the time-dependent calculation reaches the same steady state. It remains to see what happens when mixing is non-ideal, the fluxes are coupled or the defects differ, and how far the result applies to real ceramics.
